# Why Saturable, Irreversible Traps Turn Deuterium Diffusion into a Sharp Front: a program that tests the result

```python
"""Deuterium diffusion with strong, irreversible, saturable trapping.

Result under test: for surface concentration c0 << trap density N the traps
fill behind a front of constant width at depth s, with s^2 = 2 D c0 t / N.
D: diffusion coefficient of mobile atoms; k: capture coefficient;
ell = sqrt(D/(k N)): capture length; T = k c0 t: reduced time.
The simulations use lengths in ell, times in 1/(k c0), mobile concentration
in c0 and trap occupancy theta between 0 and 1; ratio = c0/N.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import erf, erfc

CELLS, LENGTH = 600, 60.0
DX = LENGTH / CELLS
X = (np.arange(CELLS) + 0.5) * DX


def evolve(ratio, times, release=0.0, resistance=0.0):
    """Integrate the full coupled equations; return mobile and trapped parts."""
    def rates(_, y):
        mobile, theta = y[0::2], y[1::2]
        flux = np.zeros(CELLS + 1)
        flux[0] = (1 - mobile[0]) / (DX / 2 + resistance)
        flux[1:-1] = (mobile[:-1] - mobile[1:]) / DX
        filling = mobile * (1 - theta) - release * theta
        out = np.empty_like(y)
        out[0::2] = ((flux[:-1] - flux[1:]) / DX - filling) / ratio
        out[1::2] = filling
        return out
    sol = solve_ivp(rates, (0, times[-1]), np.zeros(2 * CELLS), method="LSODA",
                    t_eval=times, rtol=1e-6, atol=1e-9, lband=2, uband=2)
    assert sol.success
    return sol.y[0::2].T, sol.y[1::2].T


def crossing(profile, level):
    """Depth at which a decreasing profile passes the given level."""
    return np.interp(level, profile[::-1], X[::-1])


def slope(U):
    """Magnitude of dU/dy from the first integral, U = -ln(1-theta)."""
    return np.sqrt(2 * (U + np.expm1(-U)))


def travel(U_low, U_high):
    """Distance in ell between two values of U on the universal curve."""
    return quad(lambda U: 1 / slope(U), U_low, U_high, limit=300)[0]


# Full equations against the universal-curve formulas
small = 0.002
times = np.array([0.05, 1.0, 10.0, 200.0, 800.0])
mobile, theta = evolve(small, times)
assert np.max(np.abs(mobile[0] - np.exp(-X))) < 0.03
uptake = (theta + small * mobile).sum(axis=1) * DX
uptake_error = np.max(np.abs(uptake[1:] / slope(times[1:]) - 1))
assert uptake_error < 0.005
width_formula = travel(-np.log(0.9), np.log(10))
widths = [crossing(theta[i], 0.1) - crossing(theta[i], 0.9) for i in (3, 4)]
assert np.allclose(widths, width_formula, rtol=0.01)
half = [crossing(theta[i], 0.5) for i in (3, 4)]
half_formula = [travel(np.log(2), T) for T in times[3:]]
assert np.allclose(half, half_formula, rtol=0.003)
zone = (theta[4] > 0.01) & (theta[4] < 0.99)
predicted = slope(-np.log(1 - theta[4][zone])) / slope(times[4])
assert np.allclose(mobile[4][zone], predicted, rtol=0.02)
straight = np.maximum(0, 1 - X / np.sqrt(2 * times[4]))
assert np.max(np.abs(mobile[4] - straight)) < 0.04


# Finite c0/N: sharp-front similarity law and its expansion
def front_lambda(ratio):
    return brentq(lambda z: np.sqrt(np.pi) * z * np.exp(z * z) * erf(z) - ratio,
                  1e-8, 3)


for r in (0.01, 0.05, 0.2):
    assert abs(2 * front_lambda(r)**2 / r - (1 - r / 3)) < 0.2 * r * r
large = 0.5
_, theta_large = evolve(large, np.array([200.0, 800.0]))
advance = crossing(theta_large[1], 0.5) - crossing(theta_large[0], 0.5)
root_step = np.sqrt(800) - np.sqrt(200)
advance_sharp = 2 * front_lambda(large) / np.sqrt(large) * root_step
advance_simple = np.sqrt(2) * root_step
assert abs(advance / advance_sharp - 1) < 0.01
assert abs(advance / advance_simple - 1) > 0.04

# Fast reversible trapping far from saturation: a smooth profile
K_over_c0 = 100.0
mobile_rev, theta_rev = evolve(small, np.array([0.25, 1.0]), release=K_over_c0)
retardation = 1 + 1 / (small * K_over_c0)
smooth = erfc(X / np.sqrt(4 * 1.0 / small / retardation))
assert np.max(np.abs(mobile_rev[1] - smooth)) < 0.02
assert np.max(np.abs(theta_rev[1] * (1 + K_over_c0) - smooth)) < 0.03
rev_width = [crossing(m, 0.1) - crossing(m, 0.9) for m in mobile_rev]
assert abs(rev_width[1] / rev_width[0] - 2) < 0.06
rev_relative = rev_width[1] / crossing(mobile_rev[1], 0.5)

# Slow surface exchange: s^2/2 + (D/v) s = D c0 t/N, here D/v = 5 ell
_, theta_slow = evolve(small, np.array([800.0]), resistance=5.0)
slow_depth = theta_slow[0].sum() * DX
assert abs(slow_depth / (-5 + np.sqrt(25 + 2 * 800)) - 1) < 0.005

# Worked example, in cm, s, K and eV; rough typical or assumed inputs
D, N, c0, R = 1e-6, 5e18, 1e13, 0.4e-7
L, temp = 200e-7, 623.0
grain, attempt, binding, barrier, drop = 50e-7, 1e13, 2.5, 0.5, 0.1
nm = 1e7
kT = const.k * temp / const.e
k = 4 * np.pi * R * D
ell = np.sqrt(D / (k * N))
arrival = N * L**2 / (2 * D * c0)
free_time = L**2 / (2 * D)
mass_root = np.sqrt(const.physical_constants["deuteron mass"][0] / const.m_p)

# Capture by a sphere inside a cell of one trap's volume
cell_radius = (3 / (4 * np.pi * N))**(1 / 3)
r = np.linspace(1, cell_radius / R, 2001)
face = ((r[:-1] + r[1:]) / 2)**2
band = np.zeros((3, 1999))
band[0, 1:] = face[1:-1]
band[1] = -(face[:-1] + face[1:])
band[2, :-1] = face[1:-1]
load = np.zeros(1999)
load[-1] = -face[-1]
inner = solve_banded((1, 1), band, load)
capture_factor = face[0] * inner[0] / (r[1] - r[0])
assert abs(capture_factor * (1 - R / cell_radius) - 1) < 1e-3

# Tail inside a trap-free plate-like grain with absorbing boundaries
m = 400
h = grain / (m + 1)
lowest = eigh_tridiagonal(np.full(m, 2 / h**2), np.full(m - 1, -1 / h**2),
                          eigvals_only=True, select="i", select_range=(0, 0))[0]
grain_tail = 1 / np.sqrt(lowest)
assert abs(grain_tail / (grain / np.pi) - 1) < 1e-3


def front_flux(loss, drift):
    """Flux into the front at depth L, relative to D c0/L."""
    z = np.linspace(0, 1, 101)
    sol = solve_bvp(lambda q, y: np.vstack((y[1], drift * y[1] + loss * y[0]**2)),
                    lambda a, b: np.array([a[0] - 1, b[0]]),
                    z, np.vstack((1 - z, -np.ones_like(z))), tol=1e-8,
                    max_nodes=20000)
    assert sol.success
    return -sol.y[1, -1]


loss = 8 * np.pi * R * c0 * L**2
pair_loss = 1 - front_flux(loss, 0.0)
assert abs(pair_loss / (loss / 12) - 1) < 0.02
q_drop = drop / kT
for q in (q_drop, -q_drop):
    assert abs(front_flux(0.0, q) / (q / (1 - np.exp(-q))) - 1) < 1e-4


def arrival_with_drop(q):
    """Arrival time with a uniform field; the drop up to the front is q*z."""
    return arrival * 2 * quad(lambda z: -np.expm1(-q * z) / q, 0, 1)[0]


release_rate = attempt * np.exp(-binding / kT)
hotter = np.exp(barrier / kT * (1 - temp / (temp + 10)))
exchange = 20 * D / L

print("SIMULATION CHECKS (lengths in capture lengths)")
print(f"c0/N in main simulation: {small:.3f}")
print(f"largest relative uptake error: {uptake_error:.1e}")
print(f"10-90% width, formula: {width_formula:.3f}")
print(f"10-90% width, simulated at T=200, 800: {widths[0]:.3f}, {widths[1]:.3f}")
print(f"half-filled depth, formula at T=200, 800: "
      f"{half_formula[0]:.2f}, {half_formula[1]:.2f}")
print(f"half-filled depth, simulated: {half[0]:.2f}, {half[1]:.2f}")
print(f"simple depth sqrt(2T) at T=200, 800: {np.sqrt(400):.2f}, {np.sqrt(1600):.2f}")
print(f"c0/N={large}: advance T=200 to 800, simulated: {advance:.2f}")
print(f"  sharp-front law: {advance_sharp:.2f}; simple law: {advance_simple:.2f}")
print(f"width/half-depth, irreversible, T=800: {widths[1] / half[1]:.3f}")
print(f"width/half-depth, reversible, K/c0={K_over_c0:.0f}: {rev_relative:.2f}")
print(f"reversible width growth when time x4: {rev_width[1] / rev_width[0]:.2f}")
print("EXAMPLE INPUTS")
print(f"D = {D:.1e} cm2/s; N = {N:.1e} cm^-3; c0 = {c0:.1e} cm^-3")
print(f"capture radius = {R * nm:.2f} nm; film = {L * nm:.0f} nm; T = {temp:.0f} K")
print(f"thermal energy kT = {kT:.4f} eV")
print("EXAMPLE RESULTS")
print(f"c0/N = {c0 / N:.1e}")
print(f"capture coefficient k = {k:.2e} cm3/s")
print(f"capture length = {ell * nm:.2f} nm")
print(f"surface trap filling time 1/(k c0) = {1 / (k * c0):.3f} s")
print(f"10-90% front width = {width_formula * ell * nm:.1f} nm")
print(f"trapped dose N*L = {N * L:.1e} cm^-2")
print(f"front arrival time = {arrival:.1f} s")
print(f"trap-free time L^2/(2D) = {free_time:.1e} s")
print(f"effective coefficient D*c0/N = {D * c0 / N:.1e} cm2/s")
for t in (1.0, 4.0, 25.0, 100.0):
    T = k * c0 * t
    simple = np.sqrt(2 * D * c0 * t / N) * nm
    print(f"t={t:.0f} s: T={T:.1f}, simple depth={simple:.1f} nm, "
          f"half-filled depth={travel(np.log(2), T) * ell * nm:.1f} nm")
print(f"hydrogen arrival, same c0, D ~ mass^-1/2: {arrival / mass_root:.1f} s")
print("NEGLECTED EFFECTS")
print(f"release: attempt {attempt:.0e} 1/s, binding {binding} eV, "
      f"rate {release_rate:.1e} 1/s")
print(f"fraction released during arrival time: {release_rate * arrival:.1e}")
print(f"flux lost to molecule formation: {100 * pair_loss:.3f} %")
print(f"trap spacing N^(-1/3) = {N**(-1 / 3) * nm:.2f} nm")
print(f"capture coefficient increase, finite cell: {100 * (capture_factor - 1):.1f} %")
print(f"tail length in {grain * nm:.0f} nm trap-free grains: {grain_tail * nm:.1f} nm")
print(f"surface exchange velocity giving 10% delay: {exchange:.2f} cm/s")
print(f"arrival with {drop} V drop, inward force: {arrival_with_drop(q_drop):.1f} s")
print(f"arrival with {drop} V drop, outward force: {arrival_with_drop(-q_drop):.1f} s")
print(f"D increase for +10 K, barrier {barrier} eV: {100 * (hotter - 1):.1f} %")
print("success")
```

It prints:

```
SIMULATION CHECKS (lengths in capture lengths)
c0/N in main simulation: 0.002
largest relative uptake error: 8.2e-04
10-90% width, formula: 3.447
10-90% width, simulated at T=200, 800: 3.450, 3.450
half-filled depth, formula at T=200, 800: 19.79, 39.81
half-filled depth, simulated: 19.78, 39.80
simple depth sqrt(2T) at T=200, 800: 20.00, 40.00
c0/N=0.5: advance T=200 to 800, simulated: 18.63
  sharp-front law: 18.59; simple law: 20.00
width/half-depth, irreversible, T=800: 0.087
width/half-depth, reversible, K/c0=100: 2.26
reversible width growth when time x4: 1.97
EXAMPLE INPUTS
D = 1.0e-06 cm2/s; N = 5.0e+18 cm^-3; c0 = 1.0e+13 cm^-3
capture radius = 0.40 nm; film = 200 nm; T = 623 K
thermal energy kT = 0.0537 eV
EXAMPLE RESULTS
c0/N = 2.0e-06
capture coefficient k = 5.03e-13 cm3/s
capture length = 6.31 nm
surface trap filling time 1/(k c0) = 0.199 s
10-90% front width = 21.7 nm
trapped dose N*L = 1.0e+14 cm^-2
front arrival time = 100.0 s
trap-free time L^2/(2D) = 2.0e-04 s
effective coefficient D*c0/N = 2.0e-12 cm2/s
t=1 s: T=5.0, simple depth=20.0 nm, half-filled depth=16.9 nm
t=4 s: T=20.1, simple depth=40.0 nm, half-filled depth=38.0 nm
t=25 s: T=125.7, simple depth=100.0 nm, half-filled depth=98.6 nm
t=100 s: T=502.7, simple depth=200.0 nm, half-filled depth=198.8 nm
hydrogen arrival, same c0, D ~ mass^-1/2: 70.7 s
NEGLECTED EFFECTS
release: attempt 1e+13 1/s, binding 2.5 eV, rate 6.0e-08 1/s
fraction released during arrival time: 6.0e-06
flux lost to molecule formation: 0.033 %
trap spacing N^(-1/3) = 5.85 nm
capture coefficient increase, finite cell: 12.4 %
tail length in 50 nm trap-free grains: 15.9 nm
surface exchange velocity giving 10% delay: 1.00 cm/s
arrival with 0.1 V drop, inward force: 58.7 s
arrival with 0.1 V drop, outward force: 206.3 s
D increase for +10 K, barrier 0.5 eV: 15.9 %
success
```
